# Vacancy formation entropy and concentration from twelve softened neighbour modes: test program

```python
# Result under test: if each of the z = 12 neighbours of a vacancy has one
# classical harmonic mode with frequency lowered from nu to r*nu (r = 0.9), then
#   S_f = -z k ln(r)   and   c_soft/c_unsoftened = exp(S_f/k) = r**(-z).
# S_f: vibrational formation entropy; k: Boltzmann constant;
# c: vacancies per lattice site; H: formation enthalpy; T: temperature.
# Silver supplies the fcc geometry and rough typical parameters.
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import gammaln

k_eV = const.k / const.e
h_eV = const.h / const.e
r = 0.9
H = 1.1                 # eV, rough typical value
T = 1000.0              # K
nu = 4.0e12             # Hz, rough typical value
lattice_nm = 0.41       # nm, rough typical value

# Count fcc nearest neighbours; coordinates are in half lattice parameters.
sites = [s for s in itertools.product(range(-2, 3), repeat=3)
         if sum(s) % 2 == 0 and any(s)]
dist2 = np.array([sum(q*q for q in s) for s in sites])
z = int(np.sum(dist2 == dist2.min()))
assert z == 12

S_over_k = -z * np.log(r)
enhancement = np.exp(S_over_k)

# Classical mode from its phase-space integral (mass = hbar = k = 1).
grid = np.linspace(-60.0, 60.0, 12001)
step = grid[1] - grid[0]


def classical_Z(temp, omega):
    momentum = np.exp(-grid**2 / (2*temp)).sum() * step
    position = np.exp(-omega**2 * grid**2 / (2*temp)).sum() * step
    return momentum * position / (2*np.pi)


def classical_F(temp, omega):
    return -temp * np.log(classical_Z(temp, omega))


def classical_S(temp, omega):
    d = 1e-3
    return -(classical_F(temp+d, omega) - classical_F(temp-d, omega)) / (2*d)


for omega in (0.6, 1.0, 1.7):
    for temp in (0.8, 1.5):
        S_hard = classical_S(temp, omega)
        S_soft = classical_S(temp, r*omega)
        assert abs(S_hard - (1 + np.log(temp/omega))) < 1e-5
        assert abs(z*(S_soft - S_hard) - S_over_k) < 1e-6
        for w, S in ((omega, S_hard), (r*omega, S_soft)):
            energy = classical_F(temp, w) + temp*S
            assert abs(energy - temp) < 1e-5


# Equilibrium fraction from an explicit sum over the number of vacancies.
def summed_fraction(weight, atoms=10**6):
    n = np.arange(401)
    log_w = (gammaln(atoms+n+1) - gammaln(atoms+1) - gammaln(n+1)
             + n*np.log(weight))
    w = np.exp(log_w - log_w.max())
    mean_n = np.sum(n*w) / np.sum(w)
    return mean_n / (atoms + mean_n)


mode_ratio = classical_Z(1.0, r) / classical_Z(1.0, 1.0)
for temp in (600.0, T):
    bare = np.exp(-H/(k_eV*temp))
    c_bare_sum = summed_fraction(bare)
    c_soft_sum = summed_fraction(bare * mode_ratio**z)
    assert abs(c_bare_sum/bare - 1) < 1e-5
    assert abs(c_soft_sum/(bare*enhancement) - 1) < 1e-5
    assert abs(c_soft_sum/c_bare_sum/enhancement - 1) < 1e-5


# Quantum mode from its energy levels; x = h*nu/(k*T).
def quantum_lnZ_and_S(x):
    levels = x * (np.arange(2000) + 0.5)
    weights = np.exp(-levels)
    Z = weights.sum()
    return np.log(Z), np.log(Z) + np.sum(levels*weights)/Z


x = h_eV*nu/(k_eV*T)
lnZ_hard, Sq_hard = quantum_lnZ_and_S(x)
lnZ_soft, Sq_soft = quantum_lnZ_and_S(r*x)
S_quantum = z*(Sq_soft - Sq_hard)
ln_enh_quantum = z*(lnZ_soft - lnZ_hard)
shift = z*(1-r**2)*x**2/24
assert abs(S_quantum - (S_over_k - shift)) < 1e-5
assert abs(ln_enh_quantum - (S_over_k + shift)) < 1e-5


# Jump rate over a saddle: one transverse mode is softened in the well only.
# Energies are in kT, mass = 1; the barrier is at x = 0, the well at x = 1.
def jump_rate(well_ratio):
    xs = np.linspace(0.0, 1.8, 1801)
    ys = np.linspace(-12.0, 12.0, 601)
    X, Y = np.meshgrid(xs, ys, indexing="ij")
    in_well = 1 - (1-X**2)**2
    stiffness = 1 - (1-well_ratio**2)*in_well
    boltz = np.exp(-40*(1-X**2)**2 - 0.5*stiffness*Y**2)
    dx, dy = xs[1]-xs[0], ys[1]-ys[0]
    saddle = boltz[0].sum()*dy
    well = boltz.sum()*dx*dy
    return saddle/(np.sqrt(2*np.pi)*well)


rate_ratio_one = jump_rate(r)/jump_rate(1.0)
# Tolerance allows for the finite-temperature anharmonicity of this potential.
assert abs(rate_ratio_one - r) < 0.003

# Worked example and sizes of neglected effects.
c_bare = np.exp(-H/(k_eV*T))
c_soft = c_bare*enhancement
site_density = 4/(lattice_nm*1e-7)**3
other_modes = 3*z - z
other_factor = 1.01**(-other_modes)
beta = 0.02
u = np.linspace(-12, 12, 4801)
quartic_one = (np.exp(-0.5*u**2*(1+beta*u**2)).sum()
               / np.exp(-0.5*u**2).sum())
quartic_factor = quartic_one**z
H_error = 0.05
H_factor = np.exp(H_error/(k_eV*T))
binding = 0.1
pair_share = z*c_soft*np.exp(binding/(k_eV*T))

print(f"fcc nearest neighbours: {z}")
print(f"frequency ratio soft/original: {r:.2f}")
print(f"formation enthalpy H (rough): {H:.2f} eV")
print(f"temperature: {T:.0f} K")
print(f"original mode frequency (rough): {nu/1e12:.1f} THz")
print(f"lattice parameter (rough): {lattice_nm:.2f} nm")
print(f"thermal energy kT: {k_eV*T:.5f} eV")
print(f"entropy gain per mode: {-np.log(r):.5f} k")
print(f"formation entropy: {S_over_k:.4f} k")
print(f"formation entropy: {S_over_k*k_eV*1000:.4f} meV/K")
print(f"small-change estimate of entropy: {z*(1-r):.2f} k")
print(f"T times formation entropy: {T*S_over_k*k_eV:.4f} eV")
print(f"concentration enhancement: {enhancement:.4f} (ratio)")
print(f"H/kT: {H/(k_eV*T):.3f}")
print(f"vacancy fraction, unsoftened: {c_bare:.3e} per site")
print(f"vacancy fraction, softened: {c_soft:.3e} per site")
print(f"site density: {site_density:.3e} cm^-3")
print(f"vacancy density, softened: {c_soft*site_density:.3e} cm^-3")
print("If force constants, not frequencies, fall by 10 percent:")
print(f"  formation entropy: {-0.5*z*np.log(0.9):.4f} k")
print(f"  enhancement: {0.9**(-z/2):.4f} (ratio)")
print("Quantum check:")
print(f"  h nu/kT: {x:.4f}")
print(f"  formation entropy: {S_quantum:.4f} k")
print(f"  enhancement: {np.exp(ln_enh_quantum):.4f} (ratio)")
print("Jump rate with unchanged saddle:")
print(f"  integrated rate ratio, one soft mode: {rate_ratio_one:.4f}")
print(f"  harmonic rate ratio, all soft modes: {r**z:.4f}")
print(f"  concentration times rate, ratio: {enhancement*r**z:.4f}")
print("Neglected effects, as factors on the vacancy fraction:")
print(f"  other neighbour modes: {other_modes}")
print(f"  these modes 1 percent stiffer: {other_factor:.3f}")
print(f"  trial quartic coefficient: {beta:.2f} (ratio)")
print(f"  quartic term in soft modes: {quartic_factor:.3f}")
print(f"  H lower by {H_error:.2f} eV: {H_factor:.3f}")
print(f"Trial pair binding energy: {binding:.2f} eV")
print(f"Paired to single vacancies: {pair_share:.2e} (ratio)")
print("success")
```

Printed output:

```
fcc nearest neighbours: 12
frequency ratio soft/original: 0.90
formation enthalpy H (rough): 1.10 eV
temperature: 1000 K
original mode frequency (rough): 4.0 THz
lattice parameter (rough): 0.41 nm
thermal energy kT: 0.08617 eV
entropy gain per mode: 0.10536 k
formation entropy: 1.2643 k
formation entropy: 0.1090 meV/K
small-change estimate of entropy: 1.20 k
T times formation entropy: 0.1090 eV
concentration enhancement: 3.5407 (ratio)
H/kT: 12.765
vacancy fraction, unsoftened: 2.859e-06 per site
vacancy fraction, softened: 1.012e-05 per site
site density: 5.804e+22 cm^-3
vacancy density, softened: 5.875e+17 cm^-3
If force constants, not frequencies, fall by 10 percent:
  formation entropy: 0.6322 k
  enhancement: 1.8817 (ratio)
Quantum check:
  h nu/kT: 0.1920
  formation entropy: 1.2608 k
  enhancement: 3.5531 (ratio)
Jump rate with unchanged saddle:
  integrated rate ratio, one soft mode: 0.9013
  harmonic rate ratio, all soft modes: 0.2824
  concentration times rate, ratio: 1.0000
Neglected effects, as factors on the vacancy fraction:
  other neighbour modes: 24
  these modes 1 percent stiffer: 0.788
  trial quartic coefficient: 0.02 (ratio)
  quartic term in soft modes: 0.729
  H lower by 0.05 eV: 1.786
Trial pair binding energy: 0.10 eV
Paired to single vacancies: 3.88e-04 (ratio)
success
```
